How Large Is the Volumetric Band-Edge Error in a Strained Film?

**Question.** A crystalline film in a high-k gate stack is strained by two percent along both in-plane directions. One of its band edges has a hydrostatic deformation potential of magnitude 2 eV. If the band alignment is drawn with the edge of the unstrained film, how large can the volumetric part of the error be, and how does it scale?

**Answer.** To first order it is at most about 0.08 eV, measured relative to the alignment with the strained film. It grows linearly with the strain and with the deformation potential. This holds for a cubic (001) film that is free to relax along its normal and has a non-negative elastic constant C12. The figure limits the volumetric part of the error; the total error can be larger.

**What is being omitted**

Let e be the in-plane strain relative to the relaxed bulk film material, positive for tension, and let e_z be the strain along the film normal. The axes x, y and z are the cubic axes, with z along the normal. To first order, the energy E of a band edge changes by a linear function of the strain components ε_ij:

δE = Σ_ij D_ij ε_ij.

Take first an edge at the Brillouin-zone centre Γ that is nondegenerate apart from spin. The symmetric tensor D must then be unchanged by every rotation of the cubic crystal. A half-turn about z reverses the signs of D_xz and D_yz, so both vanish. A half-turn about x reverses D_xy, which vanishes too. A threefold rotation about a cube diagonal permutes the axes, so D_xx = D_yy = D_zz. Calling this common value a gives

δE = a (ε_xx + ε_yy + ε_zz) = a (2e + e_z).

The sum in brackets is the trace of the strain. It is also the relative volume change to first order, since

ΔV/V = (1 + e)²(1 + e_z) − 1 = 2e + e_z + second-order terms.

The constant a is therefore the edge shift per unit relative volume change. Here it is an absolute deformation potential: the edge is measured on an energy scale that does not move with the strain. The symmetry argument assumes that this scale does not itself single out a direction. That holds for a crystal built of rigid neutral wells, as in the model below, but not in general for an ionic film measured from the vacuum or from a neighbouring material. For rigid point ions stacked in charged (001) layers, as in the fluorite structure, the average potential relative to the vacuum is proportional to the layer charge per area times the layer spacing, that is to (1 + e_z)/(1 + e)². It then changes with e_z − 2e rather than with the trace, and this interface-dependent term is not covered by the volumetric estimate. With positive a, tension raises the edge; with negative a, it lowers it.

**How far the film relaxes**

The in-plane strain is imposed by the substrate, while e_z adjusts to minimize the elastic energy. Shear strains would add positive terms proportional to the squares of the shears, so they are zero at the minimum. The remaining energy density is

u = ½ C11 (2e² + e_z²) + C12 (e² + 2e e_z).

Differentiating at fixed e gives the normal stress, which vanishes in a film without a normal load:

∂u/∂e_z = C11 e_z + 2 C12 e = 0.

Hence

e_z = −2 (C12/C11) e,

and the omitted volumetric shift is

δE_vol = a (2e + e_z) = 2ae (1 − C12/C11).

Elastic stability requires u to be positive for every nonzero strain. The part of the stiffness matrix that acts on normal strains has the eigenvalues C11 − C12, twice, and C11 + 2C12. Both must be positive, so

−1/2 < C12/C11 < 1.

If C12 is also non-negative, the factor 1 − C12/C11 is positive and no greater than one. Therefore

|δE_vol| ≤ 2|a||e| = 2 × 2 eV × 0.02 = 0.08 eV.

Equality requires C12 = 0, so that the film does not contract along its normal when stretched in the plane. The same shift results if the normal strain is held at zero by an external load.

**A film with ordinary relaxation**

Take the round model values C11 = 300 GPa and C12 = 100 GPa. The normal strain is

e_z = −2 × (100/300) × 2.0% = −1.33%.

The trace is 4.00% − 1.33% = 2.67%, and the volumetric error has the magnitude

2 eV × 0.0267 = 0.053 eV.

Relaxation has removed one third of the upper estimate, because C12/C11 = 1/3. Holding e_z at zero in this material would need a normal stress of

σ_zz = 2 C12 e = 2 × 100 GPa × 0.02 = 4 GPa.

A film with no normal load does not carry this stress. For this film 0.08 eV is thus a limit, and 0.053 eV is the first-order estimate.

**When the limit fails**

A stable cubic crystal may have a negative C12. Its film then expands along the normal when it is stretched in the plane. With C12 = −60 GPa and the same C11, the ratio is −0.2 and

|δE_vol| = 0.08 eV × 1.2 = 0.096 eV.

As C12/C11 approaches −1/2, the factor approaches 3/2. Stability alone therefore guarantees only

|δE_vol| < 3|a||e| = 0.12 eV.

The limit is not guaranteed for a crystal of lower than cubic symmetry either. This matters for high-k films: HfO2, for example, is monoclinic in its stable form at room temperature and pressure. A tetragonal film with its fourfold axis along the normal already shows the difficulty. Zero normal stress now gives e_z = −2 (C13/C33) e, so the volume change exceeds 2|e| in magnitude if C13 is greater than 2C33. Stability requires only C33 (C11 + C12) > 2 C13² for this kind of strain, which a crystal that is soft along the normal can still satisfy. In addition, the diagonal entries of D need not be equal, so the edge shift is no longer fixed by the volume change.

Unequal entries also occur in a cubic crystal, for a single band minimum that lies on a cube axis away from Γ: that axis is singled out, so the entry of D along it need not equal the other two. With a taken as the mean of the three entries, the volumetric part still obeys the limit, but the total shift of the single minimum can exceed it.

If the materials on both sides of the junction are strained, the volumetric errors of their edges subtract in the offset. Their signs may make them add in magnitude, so under the same conditions the limit becomes

|δE_1 − δE_2| ≤ 2|a_1||e_1| + 2|a_2||e_2|.

**Why only one significant figure is justified**

For e_z = 0 the full volume change is

(1.02)² − 1 = 4.04%,

rather than 4.00%. Multiplying it by 2 eV gives 0.0808 eV. If a is defined instead per unit logarithm of the volume, the result is 0.0792 eV. These definitions agree to first order and differ in the next, so the inequality should not be read as strict at the level of one percent.

The edge energy has second-order terms of its own. Their size can be seen in a simple crystal: one electron in a cubic lattice of Gaussian wells,

v(r) = −U exp(−r²/w²),

with U = 20 eV, w = 1.2 Å and a lattice constant of 4.0 Å. The wells keep their shape when the lattice is strained. The Hamiltonian was diagonalized at Γ in a basis of 343 plane waves, and the slopes were obtained from central finite differences in the strain. The model leaves out electron–electron interaction and represents no particular material.

Its lowest level, which is s-like, has a = 1.98 eV. At two percent in-plane strain with e_z = 0, the linear law gives

δE = 2 × 0.02 × 1.982 eV = 0.0793 eV,

whereas diagonalization of the strained crystal gives 0.0754 eV. The difference, −0.0039 eV, is about five percent of the linear shift. Using the full volume change with the same a would not remove it: that adds ae², about +0.0008 eV, which has the opposite sign.

Most of the difference comes from the average potential V0 of the crystal. It is inversely proportional to the cell volume, because each cell contains the same well. With V0 = −3.007 eV before straining, its departure from the linear law is

V0 [1/(1.02)² − 1 + 0.04] = −0.0035 eV.

The remaining −0.0004 eV comes from the position of the level relative to V0. This division applies to the strain with e_z = 0. The correction keeps its sign when the strain is reversed, so under two percent compression with e_z = 0 the level moves by −0.0835 eV, five percent beyond the linear limit of 0.0793 eV. With e = 2% and e_z = −1.33% the full shift is 0.0482 eV against a linear 0.0529 eV, a departure of nine percent, of which V0 supplies only about half.

**Why the total error can be larger**

A threefold p-like edge, with spin–orbit coupling left out, shows what the volumetric estimate misses. Let L be the energy slope for strain along the axis of an orbital and T the slope for strain along either perpendicular cube axis. These two axes are taken to be equivalent, as they are in the Gaussian-well crystal; a cubic crystal without fourfold symmetry can have two different slopes. The film strain keeps the half-turns about x, y and z, so the three orbitals do not mix. Their shifts are

δE_x = δE_y = (L + T)e + T e_z,

δE_z = 2T e + L e_z.

The mean shift is

(2δE_x + δE_z)/3 = [(2L + 4T)e + (L + 2T)e_z]/3 = [(L + 2T)/3](2e + e_z).

The mean therefore obeys the volumetric law with a = (L + 2T)/3. The separation of the levels does not depend on the volume change alone:

δE_x − δE_z = (L − T)(e − e_z).

Relaxation affects the two quantities differently. When e_z has the opposite sign to e, as it does for positive C12, it reduces the volumetric shift but increases the splitting.

In the Gaussian-well crystal, the lowest p-like level at Γ has L = −13.75 eV and T = 1.96 eV, so a = −3.28 eV for the mean. This level is not a band edge of the model. It lies at +5.5 eV, is nearly free-electron-like (about 90% of its weight is on the first shell of plane waves), and is neither a minimum nor a maximum of the bands. Its slopes illustrate the formulas and are not typical values for a real edge. With e = 0.02 and e_z = 0, the linear shifts are

mean: 2 × 0.02 × (−3.28 eV) = −0.131 eV,

in-plane orbitals: 0.02 × (−13.75 + 1.96) eV = −0.236 eV,

normal orbital: 2 × 0.02 × 1.96 eV = +0.078 eV.

If these levels formed a conduction-band minimum, the edge would follow the in-plane orbitals and move by 0.236 eV, well beyond the volumetric 0.131 eV. If they formed a valence-band maximum, it would follow the normal orbital and move upward, although the mean moves downward. For such an edge the volumetric estimate gives neither a limit on the total shift nor a reliable sign.

**Which deformation potential to use**

The value of a depends on the energy reference. Let V0 be the average potential of the crystal, and write the edge energy as E = E_rel + V0. In the Gaussian-well model each cell contains the same well, so V0 is inversely proportional to the cell volume. Its change per unit relative volume change is then −V0, and

a = a_rel − V0.

For the s level, V0 = −3.007 eV and a_rel = −1.025 eV, so

a = −1.025 eV + 3.007 eV = 1.982 eV.

In this model the two deformation potentials differ in sign as well as in size. The simple relation a = a_rel − V0 rests on the rigid wells; in a real crystal the change of the average potential on an external scale has to be computed for the interface in question.

This matters in a first-principles alignment assembled from two calculations. Suppose that an interface calculation with the strained film supplies the step in average potential, while a bulk calculation supplies the edge relative to that average. If the bulk cell is left unstrained, the missing term is governed by a_rel, since the change of V0 is already contained in the step. In the model, with e_z = 0, that term is

2 × 0.02 × (−1.025 eV) = −0.041 eV,

not +0.079 eV. If instead the edge is taken from the unstrained film on a fixed energy scale, the absolute a applies.

The 2 eV in the question must therefore belong to the quantity that was left out. A gap deformation potential will not serve for a single edge, because it is the difference between the conduction-edge and valence-edge values. With the matching potential, the estimate scales as 2|a||e|: halving the strain halves it, and so does halving the deformation potential.
